**Euclidean and canonical orbital gradients, tested from their definitions**

For orthonormal orbitals $C$ with ambient energy derivative $G$, the Euclidean gradient is $G-C(C^\dagger G+G^\dagger C)/2$ and the canonical gradient is $G-CG^\dagger C$. The program asserts that both agree with gradients built from a numerical tangent basis, the Gram matrix of each metric and finite-difference slopes. It does so for a complex lattice model, a three-function real model and CH₂ in Hartree–Fock/STO-3G. It also asserts that the slopes of elementary rotation angles in CH₂ equal the canonical components, and that the occupied-occupied Euclidean components are half as large. In the output the two gradients coincide for the unitarily invariant energies, including the closed-shell singlet. For the open-shell triplet the occupied-occupied norms are 0.244642 and 0.489285 hartree, a ratio of two, while the occupied-virtual norms are equal. A further case shows that the gradients can agree at one point although the energy is not invariant.

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

## Numerical verification

```python
"""
Gradients of an orbital energy E(C) on the Stiefel manifold C^dagger C = I.
Result under test, with G the ambient derivative, dE = Re tr(G^dagger D):
  Euclidean metric  Re tr(X^dagger Y):                   G - C (M + M^dagger)/2
  canonical metric  Re tr(X^dagger (1 - C C^dagger/2) Y): G - C G^dagger C
where M = C^dagger G. The occupied-occupied part of the canonical gradient
is twice the Euclidean one; both gradients agree if E(C U) = E(C) for all
unitary U. The closed forms are compared with gradients built from the
definition: numerical tangent basis, Gram matrix and finite-difference slopes.
"""
import numpy as np
from scipy.linalg import expm, null_space, eigh
from pyscf import gto, scf


def dag(X):
    return X.conj().T


def orthonormalize(X):
    U, _, Vh = np.linalg.svd(X, full_matrices=False)
    return U @ Vh


def derivative(func, h=1e-3):
    """Fourth-order central difference at zero."""
    return (8 * (func(h) - func(-h)) - (func(2 * h) - func(-2 * h))) / (12 * h)


def inner(C, X, Y, metric):
    weight = np.eye(len(C))
    if metric == "canonical":
        weight = weight - 0.5 * C @ dag(C)
    return np.trace(dag(X) @ weight @ Y).real


def tangent_basis(C):
    """Null space of the linearized orthonormality constraint."""
    n, p = C.shape
    units = [1.0, 1.0j] if np.iscomplexobj(C) else [1.0]
    directions, columns = [], []
    for u in units:
        for k in range(n * p):
            D = np.zeros(n * p, dtype=C.dtype)
            D[k] = u
            D = D.reshape(n, p)
            constraint = dag(C) @ D + dag(D) @ C
            directions.append(D)
            columns.append(np.r_[constraint.real.ravel(), constraint.imag.ravel()])
    kernel = null_space(np.array(columns).T, rcond=1e-10)
    return [np.tensordot(v, np.array(directions), axes=1) for v in kernel.T]


def gradient_from_definition(energy, C, metric):
    basis = tangent_basis(C)
    gram = np.array([[inner(C, X, Y, metric) for Y in basis] for X in basis])
    slopes = [derivative(lambda t: energy(orthonormalize(C + t * X))) for X in basis]
    return np.tensordot(np.linalg.solve(gram, slopes), np.array(basis), axes=1)


def closed_forms(C, G):
    M = dag(C) @ G
    return G - C @ (M + dag(M)) / 2, G - C @ dag(G) @ C


def check_gradients(energy, C, G, tol):
    euclidean, canonical = closed_forms(C, G)
    for metric, formula in (("euclidean", euclidean), ("canonical", canonical)):
        numeric = gradient_from_definition(energy, C, metric)
        assert np.max(np.abs(numeric - formula)) < tol, metric
    return euclidean, canonical


# ---- Complex orbitals on a small lattice, with and without invariance ----
rng = np.random.default_rng(7)


def random_complex(a, b):
    return rng.normal(size=(a, b)) + 1j * rng.normal(size=(a, b))


n, p = 5, 3
H = random_complex(n, n)
H = (H + dag(H)) / 2
C = orthonormalize(random_complex(n, p))
U = orthonormalize(random_complex(p, p))
K = random_complex(p, p)
K = (K - dag(K)) / 2
assert len(tangent_basis(C)) == 2 * n * p - p * p


def lattice_energy(C, f, s):
    """Weighted one-body term, density repulsion, orbital self-term s."""
    density = np.abs(C) ** 2 @ f
    one_body = np.sum(f * np.diag(dag(C) @ H @ C).real)
    return one_body + 0.4 * np.sum(density ** 2) - 0.5 * s * np.sum(np.abs(C) ** 4)


def lattice_G(C, f, s):
    density = np.abs(C) ** 2 @ f
    return 2 * (H @ C + 0.8 * density[:, None] * C) * f - 2 * s * np.abs(C) ** 2 * C


print("Complex lattice model, n = 5, p = 3 (dimensionless)")
cases = [("equal weights", np.array([1.0, 1.0, 1.0]), 0.0, True),
         ("unequal weights", np.array([1.0, 0.7, 0.2]), 0.0, False),
         ("orbital self-term", np.array([1.0, 1.0, 1.0]), 0.9, False)]
for label, f, s, invariant in cases:
    G = lattice_G(C, f, s)
    ge, gc = check_gradients(lambda X: lattice_energy(X, f, s), C, G, 1e-7)
    change = lattice_energy(C @ U, f, s) - lattice_energy(C, f, s)
    difference = np.linalg.norm(gc - ge)
    assert (abs(change) < 1e-11) == invariant
    assert (difference < 1e-11) == invariant
    print(f"  {label}: E(CU)-E(C) = {change:.1e}, |grad_c-grad_e| = {difference:.1e}")
    # a different continuation of E off the manifold must not matter
    W = random_complex(p, p)
    W = W + dag(W)
    ge2, gc2 = closed_forms(C, G + C @ W)
    assert np.allclose(ge2, ge, atol=1e-11) and np.allclose(gc2, gc, atol=1e-11)
    # finite occupied rotation from the accumulated occupied-occupied slope
    nodes, weights = np.polynomial.legendre.leggauss(40)
    total = 0.0
    for x, w in zip(nodes, weights):
        Ct = C @ expm(0.5 * (x + 1) * K)
        Mt = dag(Ct) @ lattice_G(Ct, f, s)
        total += 0.5 * w * np.trace(dag((Mt - dag(Mt)) / 2) @ K).real
    finite = lattice_energy(C @ expm(K), f, s) - lattice_energy(C, f, s)
    assert abs(total - finite) < 1e-8

# ---- Hand-checkable real model: three basis functions, two orbitals ----
h3 = np.array([[-1.0, 0.2, 0.3], [0.2, -0.5, 0.1], [0.3, 0.1, 0.4]])
C3 = np.eye(3)[:, :2]


def weighted_energy(C, f):
    return np.sum(f * np.diag(C.T @ h3 @ C))


def print_matrix(label, X):
    rows = "; ".join(" ".join(f"{v + 0.0:.2f}" for v in np.round(r, 10)) for r in X)
    print(f"  {label} = [{rows}]")


print("Real model, n = 3, p = 2, energies in hartree, rows separated by ;")
print_matrix("H", h3)
pair_rotation = np.array([[0.0, -1.0], [1.0, 0.0], [0.0, 0.0]])
virtual_rotation = np.array([[0.0, 0.0], [0.0, 0.0], [1.0, 0.0]])
for metric in ("euclidean", "canonical"):
    oo = inner(C3, pair_rotation, pair_rotation, metric)
    ov = inner(C3, virtual_rotation, virtual_rotation, metric)
    assert np.isclose(oo, 2.0 if metric == "euclidean" else 1.0)
    assert np.isclose(ov, 1.0)
    print(f"  squared length, {metric}: occ-occ {oo:.1f}, occ-virt {ov:.1f}")
phase = np.zeros((3, 2), complex)
phase[0, 0] = 1j
assert np.isclose(inner(C3, phase, phase, "euclidean"), 1.0)
assert np.isclose(inner(C3, phase, phase, "canonical"), 0.5)

for f in (np.array([2.0, 1.0]), np.array([2.0, 2.0])):
    G = 2 * h3 @ C3 * f
    ge, gc = check_gradients(lambda X: weighted_energy(X, f), C3, G, 1e-8)
    print(f"  weights f = ({f[0]:.0f}, {f[1]:.0f}), E = {weighted_energy(C3, f):.2f}")
    print_matrix("G", G)
    print_matrix("M", C3.T @ G)
    print_matrix("grad_e", ge)
    print_matrix("grad_c", gc)
    if f[0] == f[1]:
        assert np.allclose(ge, gc, atol=1e-13)
        continue

    def turned(t):
        c, s = np.cos(t), np.sin(t)
        return weighted_energy(C3 @ np.array([[c, -s], [s, c]]), f)

    angle_slope = derivative(turned)
    assert abs(angle_slope - gc[1, 0]) < 1e-9
    assert abs(angle_slope - 2 * ge[1, 0]) < 1e-9
    print(f"  dE/dtheta for the occupied pair = {angle_slope:.3f} hartree/rad")
    for metric, g in (("euclidean", ge), ("canonical", gc)):
        rate = derivative(lambda t: weighted_energy(orthonormalize(C3 - t * g), f))
        assert abs(rate + inner(C3, g, g, metric)) < 1e-8
        print(f"  dE/dt along -grad, {metric} = {rate:.3f}")

# Gradients can agree at one point without invariance: eigenvectors of H
f = np.array([2.0, 1.0])
V3 = np.linalg.eigh(h3)[1][:, :2]
ge, gc = closed_forms(V3, 2 * h3 @ V3 * f)
swap_change = weighted_energy(V3[:, ::-1], f) - weighted_energy(V3, f)
assert np.allclose(ge, gc, atol=1e-12) and abs(swap_change) > 0.1
print(f"  at eigenvectors, f = (2, 1): |grad_c-grad_e| = {np.linalg.norm(gc - ge):.1e}")
print(f"  yet exchanging the two orbitals changes E by {swap_change:.4f} hartree")

# ---- CH2 molecule, Hartree-Fock in a minimal basis ----
r1, r2, angle = 1.05, 1.15, 130.0
mol = gto.M(atom=f"C; H 1 {r1}; H 1 {r2} 2 {angle}", basis="sto-3g", spin=2, verbose=0)
S = mol.intor("int1e_ovlp")
sval, svec = np.linalg.eigh(S)
S_half = svec @ np.diag(sval ** 0.5) @ svec.T
X = svec @ np.diag(sval ** -0.5) @ svec.T
core = X @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ X
eri = np.einsum("pqrs,pi,qj,rk,sl->ijkl", mol.intor("int2e"), X, X, X, X, optimize=True)


def spin_fock(C, n_beta):
    Da, Db = C @ C.T, (C * n_beta) @ C.T
    J = np.einsum("pqrs,rs->pq", eri, Da + Db)
    Fa = core + J - np.einsum("prqs,rs->pq", eri, Da)
    Fb = core + J - np.einsum("prqs,rs->pq", eri, Db)
    return Da, Db, Fa, Fb


def hf_energy(C, n_beta):
    Da, Db, Fa, Fb = spin_fock(C, n_beta)
    return 0.5 * np.sum((core + Fa) * Da + (core + Fb) * Db) + mol.energy_nuc()


def hf_G(C, n_beta):
    _, _, Fa, Fb = spin_fock(C, n_beta)
    return 2 * (Fa @ C + Fb @ C * n_beta)


print("CH2, Hartree-Fock/STO-3G, core-Hamiltonian orbitals, hartree")
print(f"  bonds {r1:.2f} and {r2:.2f} angstrom, angle {angle:.0f} degrees")
orbitals = eigh(core)[1]
nbasis = len(core)
for label, n_beta in (("singlet", np.ones(4)), ("triplet", np.array([1., 1., 1., 0., 0.]))):
    p = len(n_beta)
    C = orbitals[:, :p]
    assert len(tangent_basis(C)) == nbasis * p - p * (p + 1) // 2
    G = hf_G(C, n_beta)
    ge, gc = check_gradients(lambda Y: hf_energy(Y, n_beta), C, G, 1e-6)
    full_e, full_c = orbitals.T @ ge, orbitals.T @ gc
    # every elementary rotation angle: its slope is the canonical component
    for q in range(nbasis):
        for j in range(min(q, p)):
            R = np.zeros((nbasis, nbasis))
            R[q, j], R[j, q] = 1.0, -1.0
            slope = derivative(lambda t: hf_energy((orbitals @ expm(t * R))[:, :p], n_beta))
            assert abs(slope - full_c[q, j]) < 1e-6
            assert abs(slope - (2 if q < p else 1) * full_e[q, j]) < 1e-6
    oo_e, oo_c = np.linalg.norm(full_e[:p]), np.linalg.norm(full_c[:p])
    ov_e, ov_c = np.linalg.norm(full_e[p:]), np.linalg.norm(full_c[p:])
    assert abs(ov_e - ov_c) < 1e-10
    print(f"  {label}: n = {nbasis}, p = {p}, E = {hf_energy(C, n_beta):.6f}")
    print(f"    occ-occ gradient norm: Euclidean {oo_e:.6f}, canonical {oo_c:.6f}")
    print(f"    occ-virt gradient norm: Euclidean {ov_e:.6f}, canonical {ov_c:.6f}")
    if label == "singlet":
        F = spin_fock(C, n_beta)[2]
        assert np.allclose(ge, 4 * (F @ C - C @ (C.T @ F @ C)), atol=1e-10)
        assert np.allclose(ge, gc, atol=1e-10)
    else:
        assert oo_e > 1e-3
        assert np.max(np.abs(full_c[:3, :3])) < 1e-10
        assert np.max(np.abs(full_c[3:5, 3:5])) < 1e-10
        f_beta = C.T @ spin_fock(C, n_beta)[3] @ C
        assert np.allclose(full_c[3:5, :3], 2 * f_beta[3:5, :3], atol=1e-10)
        print(f"    occ-occ ratio canonical/Euclidean = {oo_c / oo_e:.6f}")
        print(f"    largest closed-open |dE/dtheta| = {np.max(np.abs(full_c[3:5, :3])):.6f}")

# Independent reference: converged restricted open-shell solution
mf = scf.ROHF(mol)
mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-11, 1e-6, 200
mf.kernel()
assert mf.converged
mo = np.hstack([mf.mo_coeff[:, mf.mo_occ == 2], mf.mo_coeff[:, mf.mo_occ == 1]])
C = S_half @ mo
n_beta = np.array([1.0, 1.0, 1.0, 0.0, 0.0])
assert abs(hf_energy(C, n_beta) - mf.e_tot) < 1e-8
ge, gc = closed_forms(C, hf_G(C, n_beta))
assert max(np.linalg.norm(ge), np.linalg.norm(gc)) < 1e-4
print(f"  converged triplet: E = {mf.e_tot:.6f}, |grad_c| = {np.linalg.norm(gc):.1e}")

print("ALL CHECKS PASSED")
```

Running it gives:

```
Complex lattice model, n = 5, p = 3 (dimensionless)
  equal weights: E(CU)-E(C) = 2.9e-15, |grad_c-grad_e| = 1.3e-15
  unequal weights: E(CU)-E(C) = -4.0e-01, |grad_c-grad_e| = 1.2e+00
  orbital self-term: E(CU)-E(C) = -5.1e-02, |grad_c-grad_e| = 3.9e-01
Real model, n = 3, p = 2, energies in hartree, rows separated by ;
  H = [-1.00 0.20 0.30; 0.20 -0.50 0.10; 0.30 0.10 0.40]
  squared length, euclidean: occ-occ 2.0, occ-virt 1.0
  squared length, canonical: occ-occ 1.0, occ-virt 1.0
  weights f = (2, 1), E = -2.50
  G = [-4.00 0.40; 0.80 -1.00; 1.20 0.20]
  M = [-4.00 0.40; 0.80 -1.00]
  grad_e = [0.00 -0.20; 0.20 0.00; 1.20 0.20]
  grad_c = [0.00 -0.40; 0.40 0.00; 1.20 0.20]
  dE/dtheta for the occupied pair = 0.400 hartree/rad
  dE/dt along -grad, euclidean = -1.560
  dE/dt along -grad, canonical = -1.640
  weights f = (2, 2), E = -3.00
  G = [-4.00 0.80; 0.80 -2.00; 1.20 0.40]
  M = [-4.00 0.80; 0.80 -2.00]
  grad_e = [0.00 0.00; 0.00 0.00; 1.20 0.40]
  grad_c = [0.00 0.00; 0.00 0.00; 1.20 0.40]
  at eigenvectors, f = (2, 1): |grad_c-grad_e| = 2.5e-16
  yet exchanging the two orbitals changes E by 0.6446 hartree
CH2, Hartree-Fock/STO-3G, core-Hamiltonian orbitals, hartree
  bonds 1.05 and 1.15 angstrom, angle 130 degrees
  singlet: n = 7, p = 4, E = -36.748649
    occ-occ gradient norm: Euclidean 0.000000, canonical 0.000000
    occ-virt gradient norm: Euclidean 2.869528, canonical 2.869528
  triplet: n = 7, p = 5, E = -36.943879
    occ-occ gradient norm: Euclidean 0.244642, canonical 0.489285
    occ-virt gradient norm: Euclidean 2.718317, canonical 2.718317
    occ-occ ratio canonical/Euclidean = 2.000000
    largest closed-open |dE/dtheta| = 0.286545
  converged triplet: E = -38.426089, |grad_c| = 1.6e-07
ALL CHECKS PASSED
```
